\section*{Why a dislocation core energy is not a unique number}

\section{The claim and the result}

A straight dislocation strains the surrounding crystal elastically, and in a narrow region around its line linear elasticity fails. It is natural to call the energy of that region the core energy and to regard it as a property of the dislocation, like its Burgers vector. The belief has a sound basis: the atoms near the line have a definite arrangement, and the total energy of a specified configuration is definite.

The core energy, however, is a remainder, the total energy minus a chosen elastic part. For a core radius $r_c$ and energy factor $K$, changing the radius gives
\begin{equation}
E_c(r_c')-E_c(r_c)=K\ln\frac{r_c'}{r_c}.
\label{eq:shift}
\end{equation}
For an edge dipole there is a second choice. If the elastic part contains the work on the cut that creates the dislocations, but not the work of tractions on the core surfaces, the remainder depends on the angle $\alpha$ at which the cut leaves the core:
\begin{equation}
E_c^{\rm cut}(r_c,\alpha)=E_c(r_c)+K(\sin^2\alpha-c),\qquad
c=\frac{1-2\nu}{4(1-\nu)}.
\label{eq:claim}
\end{equation}
Here $E_c$ without a superscript uses the complete elastic energy outside the cores, which does not depend on the cut.

All energies are per unit length. The medium is infinite, linear and isotropic outside the cores, with shear modulus $\mu$ and Poisson ratio $\nu$. The edge Burgers vector has length $b$ and points along $x$; the line is along $z$.

\section{The edge field and the logarithm}

Let $\theta$ be the polar angle and $p=1/[2(1-\nu)]$. The edge displacement is
\begin{align}
u_x&=\frac{b}{2\pi}\left(\theta+\frac p2\sin2\theta\right),\nonumber\\
u_y&=-\frac{b}{2\pi}\left[(1-p)\ln r+\frac p2\cos2\theta\right].
\label{eq:u}
\end{align}
One turn around the line raises $u_x$ by $b$. With $\sin2\theta=2xy/r^2$ and $\cos2\theta=(x^2-y^2)/r^2$, differentiation gives
\begin{align}
\varepsilon_{xx}&=\frac b{2\pi}\left[-\frac y{r^2}-p\frac{y(x^2-y^2)}{r^4}\right],\nonumber\\
\varepsilon_{yy}&=\frac b{2\pi}\left[-\frac y{r^2}+p\frac{y(3x^2+y^2)}{r^4}\right],\nonumber\\
2\varepsilon_{xy}&=\frac b{2\pi}\,\frac{2p\,x(x^2-y^2)}{r^4}.
\end{align}
The trace is $-(b/\pi)(1-p)y/r^2$. Hooke's law in plane strain is $\sigma_{ij}=2\mu\varepsilon_{ij}+\lambda\delta_{ij}(\varepsilon_{xx}+\varepsilon_{yy})$ with $\lambda=2\mu\nu/(1-2\nu)$. Setting $D=\mu b/[2\pi(1-\nu)]$, the $\lambda$ term equals $-2\nu Dy/r^2$, and
\begin{align}
\sigma_{xx}&=-D\frac{y(3x^2+y^2)}{r^4},\qquad
\sigma_{yy}=D\frac{y(x^2-y^2)}{r^4},\nonumber\\
\sigma_{xy}&=D\frac{x(x^2-y^2)}{r^4}.
\end{align}
Projecting the second index on the radial and angular directions gives
\begin{align}
\sigma_{xr}&=-\frac Dr\sin2\theta,&\sigma_{yr}&=\frac Dr\cos2\theta,\nonumber\\
\sigma_{x\theta}&=\frac Dr,&\sigma_{y\theta}&=0.
\label{eq:polar}
\end{align}
Equilibrium requires $\partial_r(r\sigma_{jr})+\partial_\theta\sigma_{j\theta}=0$ for $j=x,y$. It holds because $r\sigma_{jr}$ does not depend on $r$ and $\sigma_{j\theta}$ does not depend on $\theta$.

For a body in equilibrium without body forces, the divergence theorem turns the elastic energy into a surface integral:
\begin{equation}
E_{\rm el}=\frac12\int\sigma_{ij}\varepsilon_{ij}\,dA
=\frac12\oint\sigma_{ij}n_ju_i\,dl .
\label{eq:div}
\end{equation}
The displacement must be single valued, so the body is cut from the core outwards. The two faces have opposite normals and displacements differing by $b$; together they contribute $\frac12b\int\sigma_{xj}n_jdl$.

Take one dislocation in an annulus $r_c<r<R$ with a radial cut. The works on the inner and outer circles cancel: their normals are opposite, $r\sigma_{jr}$ is the same on both, and the displacements differ by a constant, which does no work because $\oint\cos2\theta\,d\theta=0$. What remains is
\begin{equation}
E_{\rm el}=\frac b2\int_{r_c}^{R}\frac Dr\,dr
=K\ln\frac R{r_c},\qquad
K=\frac{bD}{2}=\frac{\mu b^2}{4\pi(1-\nu)}.
\end{equation}
The total energy within $R$ is $E_c(r_c)+K\ln(R/r_c)$. It cannot change when the same configuration is divided at $r_c'$ instead, so
\begin{equation}
E_c(r_c')+K\ln\frac R{r_c'}=E_c(r_c)+K\ln\frac R{r_c},
\end{equation}
which is Eq.~\eqref{eq:shift}. A larger core takes over energy that was previously counted as elastic. For a sufficiently small $r_c$ the remainder is negative, which signals no instability: the elastic formula, continued inwards to where it no longer applies, then gives more than the total energy within $R$.

\section{What the cut does in a dipole}

Place $+b$ at the origin and $-b$ at distance $d\gg r_c$ in the direction $\phi$, measured from $b$. The cut now joins the two cores. Let it leave $+b$ at angle $\alpha$ and be symmetric under inversion about the midpoint, so that it meets the other core along the same line direction.

\subsection{Work on the cut}

Consider the field of $+b$. Along a path element with components $dr$ and $r\,d\theta$, the normal times the length is $\hat{\boldsymbol\theta}\,dr-\hat{\mathbf r}\,r\,d\theta$. From Eq.~\eqref{eq:polar},
\begin{align}
\frac b2\left(\sigma_{x\theta}dr-\sigma_{xr}r\,d\theta\right)
&=K\left(\frac{dr}r+\sin2\theta\,d\theta\right)\nonumber\\
&=K\,d\left(\ln r+\sin^2\theta\right).
\end{align}
Integration from $(r_c,\alpha)$ to the centre of the other core at $(d,\phi)$ gives
\begin{equation}
W_{\rm cut}=K\left[\ln\frac d{r_c}+\sin^2\phi-\sin^2\alpha\right].
\label{eq:cut}
\end{equation}
By inversion the field of $-b$ contributes the same. For a straight cut $\alpha=\phi$, and the angular terms vanish. It then looks as if the dipole energy did not depend on direction.

\subsection{Work on the core surfaces}

On the circle $r=r_c$ the outward normal of the elastic body is $-\hat{\mathbf r}$. The work of each dislocation's own tractions is therefore
\begin{align}
W_{\rm tr}&=-\frac12\int_\alpha^{\alpha+2\pi}
(\sigma_{xr}u_x+\sigma_{yr}u_y)\,r_c\,d\theta\nonumber\\
&=\frac D2\int_\alpha^{\alpha+2\pi}
(\sin2\theta\,u_x-\cos2\theta\,u_y)\,d\theta .
\end{align}
Insert Eq.~\eqref{eq:u}. The logarithm drops out because $\cos2\theta$ averages to zero, and the integrals of $\sin^22\theta$ and $\cos^22\theta$ are each $\pi$. Integration by parts gives $\int_\alpha^{\alpha+2\pi}\theta\sin2\theta\,d\theta=-\pi\cos2\alpha$. Since $Db/(4\pi)=K/(2\pi)$,
\begin{align}
W_{\rm tr}&=\frac K{2\pi}\left(-\pi\cos2\alpha+\frac{p\pi}2+\frac{p\pi}2\right)\nonumber\\
&=\frac K2(p-\cos2\alpha)=K(\sin^2\alpha-c),
\label{eq:tr}
\end{align}
with $c=(1-p)/2=(1-2\nu)/[4(1-\nu)]$.

The fields of the two dislocations also do cross work on the core surfaces. Near $+b$ the stress of $-b$ is a constant $\sigma^0$ to leading order. Acting on the displacement of $+b$, it couples only to the part $b\theta/(2\pi)$, because the other parts are constant or vary as $2\theta$ while the normal varies as $\theta$. With $\int_\alpha^{\alpha+2\pi}\theta\,\hat{\mathbf r}\,d\theta=-2\pi\hat{\boldsymbol\theta}(\alpha)$, this work is $\frac12b\,r_c\,\sigma^0_{xj}\hat\theta_j(\alpha)$. That is the work on a cut segment of length $r_c$, so it supplies the last piece in Eq.~\eqref{eq:cut}, where the path was continued to the centre of the far core although the real cut stops at its surface. The traction of $+b$ acting on the displacement of $-b$ vanishes for the constant and linear parts of that displacement, again by angular orthogonality. The remaining terms are of relative order $(r_c/d)^2$.

\subsection{The sum}

Adding Eqs.~\eqref{eq:cut} and \eqref{eq:tr} for both dislocations gives
\begin{equation}
E_{\rm el}=2K\left[\ln\frac d{r_c}+\sin^2\phi-c\right]
+O\!\left(K\frac{r_c^2}{d^2}\right).
\label{eq:el}
\end{equation}
The angle $\alpha$ has cancelled, as it must: the cut is a device for making the displacement single valued, and the strain energy density does not know where it lies. The angle $\phi$ remains because it describes the physical arrangement. Direct integration of the strain energy density outside the cores was tested against Eq.~\eqref{eq:el} for four directions at $r_c/d=0.05$ and $0.01$; the difference stayed below $10K(r_c/d)^2$.

If $W_{\rm tr}$ is omitted from the elastic part, it moves into the core energy, which is Eq.~\eqref{eq:claim}. This takes the cut work as in Eq.~\eqref{eq:cut}, continued to the centre of the far core. If the cut stops at the core surface, the cross work is lost as well and a term of order $Kr_c/d$ appears. For a straight cut the cut work per dislocation then changes by $K\ln(1-r_c/d)$, about $-0.1K$ at $d=10r_c$. In the incompressible limit $\nu\to1/2$ the constant $c$ vanishes, but the term $K\sin^2\alpha$ stays.

An isotropic screw has the single displacement $u_z=b\theta/(2\pi)$ and the single stress $\sigma_{z\theta}=\mu b/(2\pi r)$. Its radial traction is zero, so both the core term and the angular term are absent. To the same order its dipole energy is $2K_s\ln(d/r_c)$ with $K_s=\mu b^2/(4\pi)$. The radius convention remains, but for $d\gg r_c$ the choice of cut no longer affects the core energy.

\section{A total energy without a core radius}

To exhibit the ambiguity one needs a total energy that contains no $r_c$. The Peierls--Nabarro model supplies one. The Burgers vector is spread over the glide plane with density $\rho(x)=d\delta/dx$, where the slip $\delta$ rises from $0$ to $b$, and slip costs a misfit energy $\gamma(\delta)=\gamma_0\sin^2(\pi\delta/b)$ per area.

By Eq.~\eqref{eq:el}, two elements $dB$ and $dB'$ interact with energy $-(2K/b^2)\,dB\,dB'(\ln r+\sin^2\theta)$, up to a constant that drops out when the total Burgers vector is zero. The self-energies of the elements vanish as they are made infinitely small. Within one glide plane $\sin\theta=0$, and counting each pair once gives
\begin{equation}
E[\delta]=-\frac K{b^2}\iint\rho(x)\rho(x')\ln|x-x'|\,dx\,dx'
+\int\gamma(\delta)\,dx .
\end{equation}
Varying $\delta$ and integrating by parts yields the force balance
\begin{equation}
\frac{2K}{b^2}\,{\rm P}\!\!\int\frac{\rho(x')}{x-x'}\,dx'+\gamma'(\delta)=0 ,
\label{eq:pn}
\end{equation}
where P denotes the principal value. Try $\delta=b/2+(b/\pi)\arctan(x/\zeta)$, so that $\rho=(b/\pi)\zeta/(x^2+\zeta^2)$. The function $f(z)=1/(z+i\zeta)$ is analytic in the upper half plane and therefore obeys ${\rm P}\!\int f(x')/(x'-x)\,dx'=i\pi f(x)$. The imaginary part of this relation shows that the integral in Eq.~\eqref{eq:pn} equals $bx/(x^2+\zeta^2)$. The other term is
\begin{equation}
\gamma'(\delta)=\frac{\pi\gamma_0}b\sin\frac{2\pi\delta}b
=-\frac{2\pi\gamma_0}{b}\,\frac{x\zeta}{x^2+\zeta^2}.
\end{equation}
The balance holds for all $x$ if $\zeta=K/(\pi\gamma_0)$. The misfit energy is then $\gamma_0\int\zeta^2/(x^2+\zeta^2)\,dx=\pi\gamma_0\zeta=K$.

The separation of two points drawn from Lorentzians of half-width $\zeta$ follows a Lorentzian of half-width $2\zeta$, because their Fourier transforms $e^{-\zeta|k|}$ multiply. Averaging a bounded or logarithmically growing harmonic function over it is Poisson's formula, which shifts the argument by $2\zeta$ perpendicular to the plane. The mean of $\ln|x-x'|$ within one core is thus $\ln2\zeta$, and each core has elastic self-energy $-K\ln2\zeta$.

Now take a dipole on separate glide planes, $0<\phi<\pi$, held at fixed separation with each core keeping its isolated shape. For $d\gg\zeta$ the interaction is $2K(\ln d+\sin^2\phi)$. With two self-energies and two misfit energies,
\begin{equation}
E_{\rm tot}\to2K\left[\ln\frac d{2\zeta}+\sin^2\phi+1\right].
\label{eq:tot}
\end{equation}
The first correction follows from the same shift, because $\ln r$ and $Y/r^2$ are harmonic and the remaining factor $Y$, the spacing of the glide planes, is the same for all pairs of elements. With $X=d\cos\phi$ and $Y=d\sin\phi$, the mean of $\ln r+Y^2/r^2$ is
\begin{equation}
\frac12\ln\!\left[X^2+(Y+2\zeta)^2\right]
+\frac{Y(Y+2\zeta)}{X^2+(Y+2\zeta)^2}.
\end{equation}
To first order in $\zeta/d$ the two terms grow by $(2\zeta/d)\sin\phi$ and $(2\zeta/d)(\sin\phi-2\sin^3\phi)$. Their sum is $(4\zeta/d)\sin\phi\cos^2\phi$, which adds $K(4\zeta/d)\sin\phi\cos^2\phi$ per dislocation. This is the correction for rigid cores only. If the slip on each plane may relax in the stress of the partner, the energy drops by $\int\sigma_{xy}^2\,dx/(2\gamma'')$ with $\gamma''=2\pi^2\gamma_0/b^2$ far from the core. For $Y\gg\zeta$ the integral of $\sigma_{xy}^2$ is $\pi D^2/(4Y)$, and the drop is $K\zeta/(4Y)$ per dislocation. It is of the same order in $\zeta/d$, does not vanish at $\phi=90^\circ$, and is not included in the numbers below.

Subtracting the two versions of the elastic energy from Eq.~\eqref{eq:tot} and halving gives
\begin{align}
E_c&=K\left[\ln\frac{r_c}{2\zeta}+1+c\right],\label{eq:full}\\
E_c^{\rm cut}&=K\left[\ln\frac{r_c}{2\zeta}+1+\sin^2\alpha\right].
\end{align}
One object with one total energy has acquired a family of core energies.

\section{The numbers}

Take the round parameters $\mu=50$ GPa, $\nu=0.3$ and $b=0.25$ nm, with $\gamma_0=\mu b^2/(2\pi^2a)$ and plane spacing $a=b$. Then $K=2.217$ eV/nm, $K_s=1.552$ eV/nm, $\zeta=0.1786$ nm and $c=0.1429$. At $r_c=b$, Eq.~\eqref{eq:full} gives
\begin{equation}
E_c=2.217\left[\ln\frac{0.25}{0.3572}+1.1429\right]=1.743\ \text{eV/nm}.
\end{equation}
Subtracting the integrated elastic energy from the summed total energy of a 200 nm dipole at $\phi=90^\circ$ gives the same value. For the screw the same model is used with $K_s$ in place of $K$ and without the angular term, so its half-width is $K_s/(\pi\gamma_0)=0.125$ nm. At this separation the finite core width contributes about 0.002 eV/nm to each screw value. The edge and screw results, in eV/nm, are:
\begin{center}
\begin{tabular}{cccc}
$r_c$ (nm) & edge & screw & edge $-$ screw\\
0.125 & 0.206 & 0.478 & $-0.272$\\
0.250 & 1.743 & 1.554 & $0.189$\\
0.500 & 3.280 & 2.630 & $0.650$
\end{tabular}
\end{center}
Each doubling of the radius adds $K\ln2=1.537$ eV/nm to the edge value. The screw value grows more slowly because $K_s<K$, so the difference contains $(K-K_s)\ln r_c$ and changes sign between $b/2$ and $b$. The question of which character has the lower core energy has no answer until $r_c$ and the treatment of the core tractions are given.

The cut convention matters as much. With $r_c=b$, a straight cut and no traction work, the edge core energy comes out as 1.983, 3.091 and 3.643 eV/nm for $\phi=30^\circ$, $60^\circ$ and $90^\circ$. The core profile is the same in all three. The complete convention gives 1.746, 1.745 and 1.743 eV/nm. The small drift is the finite-width term of the rigid cores: at $30^\circ$ it is $2.217\times(0.7144/200)\times0.375=0.003$ eV/nm, and at $90^\circ$ it vanishes.

A cut that leaves the core along $b$ gives about 1.43 eV/nm for all three directions. Omitting the traction work is therefore workable if $\alpha$ is held fixed and the term $\sin^2\phi$ is kept in the elastic part. The straight cut fails because $\alpha$ then turns with the dipole.

The practical cost appears when a core energy is transferred. A 100 nm dipole at $\phi=30^\circ$ has a total energy of 30.543 eV/nm in this model. The core energy found at 200 nm and $90^\circ$, used with its own radius and the complete elastic part, predicts 30.531 eV/nm. Two mismatches do much worse:
\begin{itemize}
\item A core energy for $r_c=b$ combined with an elastic part for $2b$ gives 27.457 eV/nm. The error of $-3.086$ eV/nm is essentially $-2K\ln2=-3.074$ eV/nm.
\item The straight-cut core energy from $90^\circ$ combined with the straight-cut elastic part at $30^\circ$ gives 33.857 eV/nm. The error of $3.314$ eV/nm is essentially $2K(1-\tfrac14)=3.326$ eV/nm.
\end{itemize}
Each error is about a tenth of the total energy. The remaining $-0.012$ eV/nm in both cases is the finite-width term of this dipole, which also separates the consistent prediction from the direct value. The totals are summed on a finite grid and lie about 0.001 eV/nm below their converged values (30.544 eV/nm for this dipole); the differences quoted are not affected. The full set of values is in the numerical output.

\section{What remains well defined}

Total energies of specified configurations do not depend on the bookkeeping. Neither do energy differences between two core states with the same Burgers vector, line direction and position, because the same elastic part is subtracted from both. If the two states sit at different positions, $d$ and $\phi$ change, and the elastic part changes by an amount of order $K$ times the displacement over $d$. That amount depends on the convention: for a shift of $b/2$ along the glide direction at $d=2$ nm and $\phi=45^\circ$, it is 0.004 eV/nm per dislocation with the complete elastic part and 0.098 eV/nm with a straight cut. For example, stretch the Lorentzian core to half-width $w$. Its misfit energy becomes $Kw/\zeta$ and its elastic self-energy $-K\ln2w$, so the cost per dislocation, in the limit of large $d$, is
\begin{equation}
\Delta E=K\left[\frac w\zeta-1-\ln\frac w\zeta\right].
\end{equation}
For $w=1.5\zeta$ this is $2.217\,(0.5-0.405)=0.21$ eV/nm, with neither $r_c$ nor $\alpha$ in it. The finite-width term changes with $w$, so at small separations the cost depends on the dipole: at $\phi=30^\circ$ it is 0.22, 0.27 and 0.34 eV/nm for $d=20$, 5 and 2 nm. This is the sense in which the belief is right: one core structure can be lower in energy than another, by a definite amount.

A quoted core energy therefore needs its $r_c$, its elastic constants and a statement of how core tractions are treated, including the angle $\alpha$ if their work is left out. In a periodic supercell the elastic part must also contain the interaction with the images, since whatever is left out of it is assigned to the core. The formulas here require $d$ to be large compared with both $r_c$ and $\zeta$. They leave out lattice discreteness, elastic anisotropy and any net dilatation of the core. When two cores overlap, the division into two core energies and an interaction loses its basis, and the total energy is the quantity to report.

\section*{Table of computed values}
\begin{verbatim}
shear modulus: 50.0 GPa
Poisson ratio: 0.30 (no unit)
Burgers vector = plane spacing: 0.250 nm
misfit amplitude gamma0: 0.633 J/m^2
edge half-width zeta: 0.1786 nm
screw half-width: 0.1250 nm
K edge: 2.217 eV/nm
K screw: 1.552 eV/nm
traction constant c: 0.1429 (no unit)
dipole length: 200 nm
PN total, edge dipole, phi=30 deg: 33.611 eV/nm
PN total, edge dipole, phi=60 deg: 35.826 eV/nm
PN total, edge dipole, phi=90 deg: 36.931 eV/nm
PN total, screw dipole, phi=90 deg: 23.858 eV/nm
Core energies, complete elastic part, phi=90 deg:
 edge,  rc=0.125 nm: 0.206 eV/nm
 screw, rc=0.125 nm: 0.478 eV/nm
 edge minus screw, rc=0.125 nm: -0.272 eV/nm
 edge,  rc=0.250 nm: 1.743 eV/nm
 screw, rc=0.250 nm: 1.554 eV/nm
 edge minus screw, rc=0.250 nm: 0.189 eV/nm
 edge,  rc=0.500 nm: 3.280 eV/nm
 screw, rc=0.500 nm: 2.630 eV/nm
 edge minus screw, rc=0.500 nm: 0.650 eV/nm
edge shift from rc=b to 2b: 1.537 eV/nm
K ln 2: 1.537 eV/nm
Edge core energy at rc=b, by convention:
 phi=30: complete: 1.746 eV/nm
 phi=30: cut only, straight cut: 1.983 eV/nm
 phi=30: cut only, cut leaves along b: 1.429 eV/nm
 phi=60: complete: 1.745 eV/nm
 phi=60: cut only, straight cut: 3.091 eV/nm
 phi=60: cut only, cut leaves along b: 1.428 eV/nm
 phi=90: complete: 1.743 eV/nm
 phi=90: cut only, straight cut: 3.643 eV/nm
 phi=90: cut only, cut leaves along b: 1.426 eV/nm
traction work, alpha=0 deg: -0.317 eV/nm
traction work, alpha=30 deg: 0.238 eV/nm
traction work, alpha=60 deg: 1.346 eV/nm
traction work, alpha=90 deg: 1.901 eV/nm
Transfer to dipole d=100 nm, phi=30 deg:
 direct PN total: 30.543 eV/nm
 consistent prediction: 30.531 eV/nm
 core at b, elastic part at 2b: 27.457 eV/nm
  its error: -3.086 eV/nm
 cut only, core from phi=90: 33.857 eV/nm
  its error: 3.314 eV/nm
core widened 1.5 times, energy cost: 0.210 eV/nm
\end{verbatim}
